# Spin-weighted zero-energy cross section for electrons on atomic hydrogen: a program that tests the result

```python
# Result under test: the zero-energy elastic cross section of unpolarized
# electrons on ground-state hydrogen atoms is
#     sigma = pi * (a_s**2 + 3 * a_t**2)
# a_s, a_t : singlet and triplet scattering lengths (bohr), given data
# k        : electron wave number (1/bohr);  delta : s-wave phase shift
# alpha    : dipole polarizability of hydrogen (bohr^3)
# Lengths are in bohr and cross sections in bohr^2 unless a label says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, roots_laguerre, spherical_jn

a_s, a_t = 5.965, 1.769
pi = np.pi
hartree_eV = const.value('Hartree energy in eV')
bohr_m = const.value('Bohr radius')
sigma = pi * (a_s**2 + 3 * a_t**2)

# ---- Spin algebra: projectors from diagonalizing the total spin squared ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one = np.eye(2)
total_spin = [0.5 * (np.kron(p, one) + np.kron(one, p)) for p in pauli]
spin_squared = sum(s @ s for s in total_spin)
values, vectors = np.linalg.eigh(spin_squared)
assert np.allclose(values, [0, 2, 2, 2])
lengths = np.where(values < 1, a_s, a_t)
A = vectors @ np.diag(lengths) @ vectors.conj().T

# Basis order: up-up, up-down, down-up, down-down
sigma_basis = 4 * pi * np.sum(np.abs(A)**2) / 4
assert abs(sigma_basis - sigma) < 1e-9

# Electron spin fixed up, atomic spin averaged over all directions
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(6)
sigma_sphere = 0.0
for c, w in zip(cos_nodes, cos_weights):
    for phi in 2 * pi * np.arange(8) / 8:
        atom = np.array([np.sqrt((1 + c) / 2),
                         np.exp(1j * phi) * np.sqrt((1 - c) / 2)])
        out = A @ np.kron([1, 0], atom)
        sigma_sphere += 4 * pi * np.vdot(out, out).real * w / 16
assert abs(sigma_sphere - sigma) < 1e-9

sigma_parallel = 4 * pi * a_t**2
sigma_nonflip = 4 * pi * ((a_s + a_t) / 2)**2
sigma_flip = 4 * pi * ((a_s - a_t) / 2)**2
assert abs(4 * pi * abs(A[0, 0])**2 - sigma_parallel) < 1e-9
assert abs(4 * pi * abs(A[1, 1])**2 - sigma_nonflip) < 1e-9
assert abs(4 * pi * abs(A[2, 1])**2 - sigma_flip) < 1e-9
mean_length = np.trace(A).real / 4
sigma_wrong = 4 * pi * mean_length**2
spin_variance = 4 * pi * 3 / 16 * (a_s - a_t)**2
assert abs(sigma_basis - sigma_wrong - spin_variance) < 1e-9

# ---- Polarizability by linear response in a small p-type basis ----
x, w = roots_laguerre(24)
r, w = x / 2, w / 2          # integrates polynomial * exp(-2r)
powers = np.arange(2, 6)
u = np.array([r**n for n in powers])
du = np.array([n * r**(n - 1) - r**n for n in powers])
response = 0.5 * (du * w) @ du.T + (u * w * (1 / r**2 - 1 / r + 0.5)) @ u.T
source = (u * w) @ (r * 2 * r)
alpha = 2 / 3 * source @ np.linalg.solve(response, source)
assert abs(alpha - 4.5) < 1e-6

# ---- Radial equation with a polarization tail and two kinds of core ----
def soft_core(a):
    """Tail -alpha/(2(r^2+d^2)^2), with d tuned to scattering length a."""
    def width(nu):
        return np.sqrt(alpha / (nu**2 - 1))
    nu = brentq(lambda v: width(v) * v / np.tan(pi * v / 2) - a, 2.01, 2.99)
    d = width(nu)
    return (lambda q: alpha / (q * q + d * d)**2), 0.0

def hard_core(a):
    """Tail -alpha/(2r^4) outside a hard wall tuned to scattering length a."""
    beta = np.sqrt(alpha)
    wall = beta / (np.arctan(beta / a) + pi)
    return (lambda q: alpha / q**4), wall

def phase_shift(k, model):
    attraction, start = model
    end = max(600.0, 5 / k)
    sol = solve_ivp(lambda q, y: [y[1], -(attraction(q) + k * k) * y[0]],
                    (start, end), [0.0, 1.0], method='DOP853',
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    return np.arctan2(k * sol.y[0, -1], sol.y[1, -1]) - k * end

def channel_sigma(k, model):
    return 4 * pi * np.sin(phase_shift(k, model))**2 / k**2

models = {'soft core': (soft_core(a_s), soft_core(a_t)),
          'hard core': (hard_core(a_s), hard_core(a_t))}
k_small = 3e-4
slope_formula = pi * alpha / 3
slopes = {}
for name, pair in models.items():
    # Remaining difference is the physical correction linear in k
    low = 0.25 * channel_sigma(k_small, pair[0]) \
        + 0.75 * channel_sigma(k_small, pair[1])
    assert abs(low / sigma - 1) < 3e-3
    for label, a, model in zip(('singlet', 'triplet'), (a_s, a_t), pair):
        effective = -np.tan(phase_shift(k_small, model)) / k_small
        slopes[name, label] = (effective - a) / k_small
        # Tolerance covers the next term, of relative order k ln k
        assert abs(slopes[name, label] / slope_formula - 1) < 0.05

# ---- Electrons at gas temperature in a late afterglow ----
temperature = 300.0
kT = const.k * temperature / const.e
mean_energy = 1.5 * kT
k_mean = np.sqrt(2 * mean_energy / hartree_eV)

def thermal_sigma(pair, count):
    """Flux-weighted Maxwell average of the unpolarized s-wave value."""
    nodes, weights = roots_genlaguerre(count, 1)
    total = 0.0
    for node, weight in zip(nodes, weights):
        k = np.sqrt(2 * node * kT / hartree_eV)
        total += weight * (0.25 * channel_sigma(k, pair[0])
                           + 0.75 * channel_sigma(k, pair[1]))
    return total / weights.sum()

thermal = {name: thermal_sigma(pair, 8) for name, pair in models.items()}
check = thermal_sigma(models['soft core'], 12)
assert abs(check / thermal['soft core'] - 1) < 5e-3
assert abs(thermal['hard core'] / thermal['soft core'] - 1) < 0.05

# p wave from the polarization tail, first Born approximation
born = quad(lambda q: spherical_jn(1, q)**2 / q**2, 1e-9, 200, limit=500)[0]
assert abs(born - pi / 15) < 1e-5
delta_p = pi * alpha * k_mean**2 / 15
sigma_p = 12 * pi * np.sin(delta_p)**2 / k_mean**2

# Hyperfine splitting from the contact interaction, in eV
density = 1 / (pi * bohr_m**3)
hyperfine = (2 / 3 * const.mu_0 * abs(const.value('electron g factor'))
             * const.value('Bohr magneton') * const.value('proton g factor')
             * const.value('nuclear magneton') * density / const.e)
assert hyperfine < 1e-3 * kT

# Unitarity: an s-wave cross section cannot exceed 4 pi / k^2
k_one = np.sqrt(2 * 1.0 / hartree_eV)
limit_one = 4 * pi / k_one**2
energy_limit = hartree_eV / (2 * a_s**2)
assert 4 * pi * a_s**2 > limit_one
rounding = 2 * pi * (a_s + 3 * a_t) * 0.0005

print(f"singlet scattering length a_s = {a_s:.3f} bohr")
print(f"triplet scattering length a_t = {a_t:.3f} bohr")
print(f"a_s squared = {a_s**2:.3f} bohr^2")
print(f"a_t squared = {a_t**2:.3f} bohr^2")
print(f"a_s^2 + 3 a_t^2 = {a_s**2 + 3*a_t**2:.3f} bohr^2")
print(f"pure singlet cross section = {4*pi*a_s**2:.2f} bohr^2")
print(f"pure triplet cross section = {4*pi*a_t**2:.2f} bohr^2")
print(f"weighted singlet part = {pi*a_s**2:.2f} bohr^2")
print(f"weighted triplet part = {3*pi*a_t**2:.2f} bohr^2")
print(f"singlet share of total = {100*pi*a_s**2/sigma:.1f} %")
print(f"unpolarized total, formula = {sigma:.2f} bohr^2")
print(f"unpolarized total, spin matrix = {sigma_basis:.2f} bohr^2")
print(f"unpolarized total, direction average = {sigma_sphere:.2f} bohr^2")
print(f"unpolarized total = {sigma*(100*bohr_m)**2:.3e} cm^2")
print(f"change from input rounding = +/- {rounding:.3f} bohr^2")
print(f"parallel spins = {sigma_parallel:.2f} bohr^2")
print(f"opposite spins, no exchange flip = {sigma_nonflip:.2f} bohr^2")
print(f"opposite spins, exchange flip = {sigma_flip:.2f} bohr^2")
print(f"opposite spins, sum = {sigma_nonflip+sigma_flip:.2f} bohr^2")
print(f"flip part of unpolarized total = {sigma_flip/2:.2f} bohr^2")
print(f"spin-averaged length = {mean_length:.3f} bohr")
print(f"wrong result, length averaged first = {sigma_wrong:.2f} bohr^2")
print(f"missing spin variance = {spin_variance:.2f} bohr^2")
print(f"computed polarizability = {alpha:.4f} bohr^3")
print(f"pi alpha/3 = {slope_formula:.3f} bohr^2")
for (name, label), slope in slopes.items():
    print(f"numerical slope, {name}, {label} = {slope:.3f} bohr^2")
print(f"afterglow electron temperature = {temperature:.0f} K")
print(f"kT = {kT:.5f} eV")
print(f"mean electron energy = {mean_energy:.5f} eV")
print(f"k at mean energy = {k_mean:.4f} 1/bohr")
print(f"k a_s at mean energy = {k_mean*a_s:.3f}")
for name, value in thermal.items():
    print(f"thermal s-wave average, {name} = {value:.1f} bohr^2")
    print(f"  change from zero energy = {100*(value/sigma-1):+.1f} %")
print(f"p-wave tail estimate at mean energy = {sigma_p:.3f} bohr^2")
print(f"hyperfine splitting estimate = {hyperfine:.2e} eV")
print(f"hyperfine splitting / kT = {hyperfine/kT:.1e}")
print(f"electron/proton mass ratio = {const.m_e/const.m_p:.2e}")
print(f"first excitation threshold = {3*hartree_eV/8:.2f} eV")
print(f"energy where k a_s = 1: {energy_limit:.3f} eV")
print(f"s-wave unitarity limit at 1 eV = {limit_one:.1f} bohr^2")
print("all assertions hold")
```

Printed output:

```
singlet scattering length a_s = 5.965 bohr
triplet scattering length a_t = 1.769 bohr
a_s squared = 35.581 bohr^2
a_t squared = 3.129 bohr^2
a_s^2 + 3 a_t^2 = 44.969 bohr^2
pure singlet cross section = 447.13 bohr^2
pure triplet cross section = 39.32 bohr^2
weighted singlet part = 111.78 bohr^2
weighted triplet part = 29.49 bohr^2
singlet share of total = 79.1 %
unpolarized total, formula = 141.28 bohr^2
unpolarized total, spin matrix = 141.28 bohr^2
unpolarized total, direction average = 141.28 bohr^2
unpolarized total = 3.956e-15 cm^2
change from input rounding = +/- 0.035 bohr^2
parallel spins = 39.32 bohr^2
opposite spins, no exchange flip = 187.91 bohr^2
opposite spins, exchange flip = 55.31 bohr^2
opposite spins, sum = 243.23 bohr^2
flip part of unpolarized total = 27.66 bohr^2
spin-averaged length = 2.818 bohr
wrong result, length averaged first = 99.79 bohr^2
missing spin variance = 41.48 bohr^2
computed polarizability = 4.5000 bohr^3
pi alpha/3 = 4.712 bohr^2
numerical slope, soft core, singlet = 4.659 bohr^2
numerical slope, soft core, triplet = 4.694 bohr^2
numerical slope, hard core, singlet = 4.662 bohr^2
numerical slope, hard core, triplet = 4.694 bohr^2
afterglow electron temperature = 300 K
kT = 0.02585 eV
mean electron energy = 0.03878 eV
k at mean energy = 0.0534 1/bohr
k a_s at mean energy = 0.318
thermal s-wave average, soft core = 141.1 bohr^2
  change from zero energy = -0.1 %
thermal s-wave average, hard core = 142.2 bohr^2
  change from zero energy = +0.7 %
p-wave tail estimate at mean energy = 0.095 bohr^2
hyperfine splitting estimate = 5.88e-06 eV
hyperfine splitting / kT = 2.3e-04
electron/proton mass ratio = 5.45e-04
first excitation threshold = 10.20 eV
energy where k a_s = 1: 0.382 eV
s-wave unitarity limit at 1 eV = 171.0 bohr^2
all assertions hold
```
